\section*{Counting ring critical points in a planar M2X2 ring}

\section{The problem}

Two metal atoms M and two bridging atoms X form an isolated planar ring, with the order M--X--M--X around its edge. The electron density $\rho(\mathbf r)$ has critical points where $\nabla\rho=0$. They are classified by $p$, the number of positive eigenvalues of the Hessian, the matrix of second derivatives of $\rho$:
\begin{center}
\begin{tabular}{llll}
$p=0$ & nuclear point & $p=1$ & bond point\\
$p=2$ & ring point & $p=3$ & cage point
\end{tabular}
\end{center}
Let $N,B,R,C$ be their respective numbers. A bond path consists of the two steepest uphill lines that leave a bond point and end at two nuclei.

Assume that $\rho$ falls to zero far away, that its critical points are finite in number and have no zero Hessian eigenvalue, and that sufficiently low-density contours enclose a single ball-like region. A nuclear cusp, where the Hessian does not exist, counts as a maximum. The four nuclei are the only maxima, there are no cage points, and all four M--X bond paths are present.

\begin{enumerate}
\item Derive the relation between $N$, $B$, $R$ and $C$.
\item Find $R$ when the M--X paths are the only bond paths, and again when one transannular M--M path is added to them.
\item Represent each atom by a spherical Gaussian. Decide from the curvatures at the ring centre whether it is a ring point or an M--M bond point, for M--M distances of 5.6 and 4.4 bohr. The M--X distance is held at 3.8 bohr.
\item Explain how one topology turns into the other.
\end{enumerate}

\section{Hints}

\textbf{Hint 1.} Follow the region $\rho\ge c$ as the threshold $c$ is lowered. Its Euler characteristic $\chi$ is found by cutting it into simple cells and taking vertices minus edges plus faces minus solid cells. The answer does not depend on the cutting.

\textbf{Hint 2.} Close to a critical point, separate the directions in which $\rho$ rises from those in which it falls.

\textbf{Hint 3.} In the Gaussian model, differentiate first along the normal to the plane. At the centre, symmetry removes the mixed derivatives.

\textbf{Hint 4.} When a curvature passes through zero, a quadratic expansion is not enough. Keep the next even power.

\section{Full solution}

\subsection{The critical-point rule}

Between critical values, lowering $c$ moves the boundary of the region smoothly outwards, against the direction of $\nabla\rho$, which is nonzero there. The topology can therefore change only at a critical value.

Near a critical point of density $\rho_c$, use axes along the Hessian eigenvectors. Rescale each coordinate by $\sqrt{|\lambda_i|/2}$, where $\lambda_i$ is its eigenvalue. Collect the $p$ rising coordinates in $\mathbf s$ and the $3-p$ falling ones in $\mathbf t$. To second order,
\begin{equation}
\rho=\rho_c+s^2-t^2 .
\end{equation}
For a small $\varepsilon>0$, the region just before and just after the critical value is
\begin{align}
c=\rho_c+\varepsilon:&\qquad s^2\ge t^2+\varepsilon,\\
c=\rho_c-\varepsilon:&\qquad s^2\ge t^2-\varepsilon .
\end{align}
The disc $\mathbf t=0$, $s^2<\varepsilon$ is absent before and present after. Its rim, $s^2=\varepsilon$, was already present. Apart from a thickness in the $\mathbf t$ directions, which can be shrunk away without changing $\chi$, the region has gained a $p$-dimensional disc glued on along its rim.

When two pieces are joined, the cells they share must be counted once, so
\begin{equation}
\Delta\chi=\chi(\text{disc})-\chi(\text{rim}).
\end{equation}
A point, a segment ($2-1$), a filled triangle ($3-3+1$) and a solid tetrahedron ($4-6+4-1$) all have $\chi=1$. Their rims are nothing, two points, a closed loop ($3-3$) and a closed surface ($4-6+4$), with $\chi=0,2,0,2$. Hence
\begin{equation}
\Delta\chi=1,\;-1,\;1,\;-1\qquad\text{for }p=0,1,2,3 .
\end{equation}
In words, a nuclear point starts a new piece, a bond point adds a bridge, a ring point fills a hole, and a cage point fills a cavity. A cusp maximum also starts a new piece, so it contributes $+1$ as well.

The region is empty at very high $c$, with $\chi=0$. At very low $c$ it is a ball, with $\chi=1$. Adding all the changes gives the Poincar\'e--Hopf rule for this density:
\begin{equation}
N-B+R-C=1. \label{eq:rule}
\end{equation}

\subsection{The two counts}

Solve Eq.~(\ref{eq:rule}) for $R$ and insert $N=4$ and $C=0$:
\begin{equation}
R=1-N+B+C=B-3 .
\end{equation}
With the four M--X paths alone, $B=4$ and $R=1$. With the M--M path added and the other four retained, $B=5$ and $R=2$. The M--M path divides the single ring into two three-membered rings, M--X--M on either side.

The conditions matter. If the M--M path appeared while one M--X path vanished, $B$ would remain 4 and $R$ would remain 1. If a cage point were present along with five bond points, $R$ would be 3. If an extra maximum lay between the metals, with one bond path to each of them, and the four M--X paths remained with no cage point, then $N=5$, $B=6$ and again $R=2$. Such a maximum could instead capture the paths from X, which would change the count.

The rule is a consistency condition on a list of critical points. It does not predict whether an M--M path exists, and it assigns no energy to one.

\subsection{A density in which both cases occur}

Place M at $(\pm a,0,0)$ and X at $(0,\pm b,0)$. Atom $A$, with $N_A$ electrons and centre $\mathbf r_A$, contributes
\begin{equation}
f_A(\mathbf r)=N_A\left(\frac{\alpha}{\pi}\right)^{3/2}
e^{-\alpha|\mathbf r-\mathbf r_A|^2},\qquad \rho=\sum_A f_A .
\end{equation}
The exponent $\alpha$ is common to all atoms. Since every centre has $z_A=0$,
\begin{equation}
\frac{\partial\rho}{\partial z}=-2\alpha z\sum_A f_A=-2\alpha z\rho .
\end{equation}
As $\rho>0$, this vanishes only at $z=0$, so all critical points lie in the ring plane. There the normal curvature is $-2\alpha\rho<0$, and the mixed derivatives with $z$ vanish. At least one eigenvalue is negative, so this model has no cage points. The argument belongs to the model and does not cover every planar molecule.

Differentiating one Gaussian twice gives
\begin{equation}
\frac{\partial^2 f_A}{\partial y^2}
=\left[4\alpha^2(y-y_A)^2-2\alpha\right]f_A .
\end{equation}
Let $f_M$ and $f_X$ now denote the densities at the ring centre from one M and one X. For each M, $y-y_A=0$; for each X, $(y-y_A)^2=b^2$. Summing over two atoms of each kind,
\begin{align}
\rho_{yy}&=2(-2\alpha)f_M+2(4\alpha^2b^2-2\alpha)f_X\nonumber\\
&=4\alpha\left[(2\alpha b^2-1)f_X-f_M\right]. \label{eq:yy}
\end{align}
Exchanging the roles of the axes gives
\begin{equation}
\rho_{xx}=4\alpha\left[(2\alpha a^2-1)f_M-f_X\right].
\end{equation}
Each term of the mixed derivative $\rho_{xy}$ contains the product $x_Ay_A$, which is zero because every atom lies on an axis. Thus $\rho_{xx}$ and $\rho_{yy}$ are the two in-plane eigenvalues. If both are positive, the centre is a ring point. If $\rho_{xx}>0>\rho_{yy}$, it is a bond point whose uphill lines run along the $x$ axis towards the metals. If $\rho_{yy}>0>\rho_{xx}$, it is a bond point whose uphill lines run towards the two X atoms; with the parameters below this happens for M--M distances above 6.36 bohr.

Take $N_M=12$, $N_X=6$ and $\alpha=0.50\ \mathrm{bohr}^{-2}$, so that $4\alpha=2$ and $2\alpha=1$ in these units. The fixed M--X distance gives $b^2=3.8^2-a^2=14.44-a^2$.

For M--M $=5.6$ bohr, $a^2=7.84$ and $b^2=6.60$. The Gaussian formula gives $f_M=0.01512$ and $f_X=0.01405\ e/\mathrm{bohr}^3$, where $e$ denotes one electron. In $e/\mathrm{bohr}^5$,
\begin{align}
\rho_{yy}&=2(5.60\times0.01405-0.01512)=0.127,\\
\rho_{xx}&=2(6.84\times0.01512-0.01405)=0.179.
\end{align}
The centre is a ring point.

For M--M $=4.4$ bohr, $a^2=4.84$ and $b^2=9.60$, giving $f_M=0.06775$ and $f_X=0.003135\ e/\mathrm{bohr}^3$. Then
\begin{align}
\rho_{yy}&=2(8.60\times0.003135-0.06775)=-0.082,\\
\rho_{xx}&=2(3.84\times0.06775-0.003135)=0.514.
\end{align}
The centre is now an M--M bond point.

The remaining critical points were located by a Newton search for zeros of $\nabla\rho$ from a grid of starting points. The atoms joined by each bond path were found by following the gradient uphill. The longer ring has $(N,B,R,C)=(4,4,1,0)$, with M--X paths only. The shorter has $(4,5,2,0)$, with four M--X paths and one M--M path. Its ring points lie at $y=\pm0.957$ bohr on the X--X line.

The threshold argument can be followed in numbers. In the shorter ring the densities, in $e/\mathrm{bohr}^3$, are 0.763 at the M maxima, 0.382 at the X maxima, 0.174 at the M--X bond points, 0.142 at the centre and 0.124 at the ring points. Counting cells on a cubic grid of spacing 0.1 bohr, at one threshold after each of these groups, gives
\begin{equation}
\chi=2,\;4,\;0,\;-1,\;1 .
\end{equation}
Two M regions appear, then two X regions. Four bridges make one closed loop, a fifth divides its opening in two, and two ring points fill both openings. For the longer ring the sequence is $2,4,0,1$: there is one opening to fill.

\subsection{How the topology changes}

Shortening M--M at fixed M--X raises $f_M$ and lowers $f_X$ at the centre. By Eq.~(\ref{eq:yy}), the metal density bends $\rho$ downwards along $y$, while the X density bends it upwards here because $2\alpha b^2>1$. The sign of $\rho_{yy}$ is decided by comparing with unity the ratio
\begin{equation}
q_c=\frac{(2\alpha b^2-1)f_X}{f_M}
=\frac{13.44-a^2}{2}\,e^{a^2-7.22},
\end{equation}
where $a$ is in bohr. Its logarithmic derivative with respect to $a^2$ is $1-1/(13.44-a^2)$, which is positive throughout the range considered. There is therefore one change of sign between the two geometries. Solving $q_c=1$ numerically gives an M--M distance of 4.85 bohr, or 2.57~\AA.

Near this distance $\rho_{xx}$ remains positive. The condition $\rho_x=0$ then fixes one nearby $x$ for each small $y$, and mirror symmetry makes it $x=0$. It is enough to expand along the $y$ axis:
\begin{equation}
\rho(0,y,0)=\rho_0+\tfrac12\rho_{yy}y^2
+\tfrac1{24}\rho_{yyyy}y^4+\cdots .
\end{equation}
Setting the derivative to zero,
\begin{equation}
y\left(\rho_{yy}+\tfrac16\rho_{yyyy}y^2\right)=0,
\qquad y_0^2=-\frac{6\rho_{yy}}{\rho_{yyyy}} .
\end{equation}
The model has $\rho_{yyyy}=0.504\ e/\mathrm{bohr}^7$ just below the change. Two extra solutions therefore exist when $\rho_{yy}<0$. Their curvature along $y$ is
\begin{equation}
\rho_{yy}+\tfrac12\rho_{yyyy}y_0^2
=\rho_{yy}-3\rho_{yy}=-2\rho_{yy}>0 ,
\end{equation}
so both are ring points. At 0.002 bohr below the critical distance, the expansion and the Newton search both give $y_0=0.063$ bohr.

One ring point has become one bond point and two ring points. Its contribution to Eq.~(\ref{eq:rule}) was $+1$; theirs is $-1+2=+1$. At the change itself an eigenvalue is zero, so the non-degenerate classification does not apply.

\subsection{Relation to real precursors}

Bridged dimers of volatile metal compounds can contain M2X2 rings. The fixed M--X length, about 2.0~\AA, is a rough size for such a bond. The electron numbers are round choices, and a single Gaussian is far from a real atomic profile with a compact core and a diffuse valence tail. Changing the common $\alpha$ by $-10\%$ or $+10\%$, with electron numbers and M--X length fixed, moves the critical distance by only $-0.007$ or $+0.011$ bohr. The shift is small because the critical distance has a shallow minimum near $\alpha=0.4$--$0.45\ \mathrm{bohr}^{-2}$; changing $N_M$ to 10 or 14 moves it by about $-0.09$ or $+0.07$ bohr. None of this measures the error from using the wrong profile. Superposing spherically averaged Hartree--Fock densities of Mg and C, with the same electron numbers and M--X length, moves the sign change of $\rho_{yy}$ to 3.9--4.0 bohr (it shifts by 0.02 bohr between the def2-SVP and def2-TZVP basis sets) and makes $\rho_{xx}$ negative above 5.2--5.3 bohr. The centre is then a ring point at 4.4 bohr and an X--X bond point at 5.6 bohr, so neither verdict of the Gaussian model carries over. A Hartree--Fock calculation on Mg$_2$O$_2$ in the 6-31G* basis gives the same two types of centre at these geometries. The 2.57~\AA\ value is a property of the model and not a criterion for metal--metal bonding. Real molecules also carry terminal ligands and redistribute charge on bonding, as treated below.

\section{Two variations}

\subsection{Add terminal atoms}

\textbf{Question.} One terminal atom is attached to each metal by a single bond path. No other critical points are created. What happens to $R$?

\textbf{Solution.} Two terminal atoms raise both $N$ and $B$ by two. In $R=1-N+B+C$ these changes cancel, so $R$ is unchanged. For a model example, put a six-electron Gaussian 3.8 bohr outside each metal on the M--M line. The Newton search gives $(6,6,1,0)$ for the longer ring and $(6,7,2,0)$ for the shorter. A ligand that closes another ring would need its own count.

\subsection{Move charge to the centre}

\textbf{Question.} Keep the nuclei fixed. Take $q/2$ electrons from each metal Gaussian and put $q$ electrons in a Gaussian of the same $\alpha$ at the ring centre. What $q$ reverses the sign of $\rho_{yy}$?

\textbf{Solution.} Let $g=(\alpha/\pi)^{3/2}$. The new central Gaussian adds $-2\alpha gq$ to $\rho_{yy}$. The charge lost by the metals removes part of their negative contribution, which adds $+2\alpha gq\,e^{-\alpha a^2}$. Therefore
\begin{equation}
\rho_{yy}(q)=\rho_{yy}(0)-2\alpha gq\left(1-e^{-\alpha a^2}\right),
\end{equation}
and the curvature vanishes at
\begin{equation}
q_*=\frac{\rho_{yy}(0)}{2\alpha g\left(1-e^{-\alpha a^2}\right)} .
\end{equation}
For the longer ring $q_*=2.04$ electrons, or 5.7\% of all 36 electrons. For the shorter ring $q_*=-1.41$ electrons, or 3.9\% in magnitude; the negative sign means that charge moves from the centre to the metals.

Newton searches at 97\% and 103\% of $q_*$ show $R$ changing from 1 to 2 in the longer ring and from 2 to 1 in the shorter. The same nuclear geometry can thus support either topology. In the longer ring the window is narrow: at $q=2.48$ electrons $\rho_{xx}$ also changes sign and the centre becomes a non-nuclear maximum, and at $q=2.6$ all four atoms are joined only to it, with $(N,B,R,C)=(5,4,0,0)$. These amounts apply to this shape of charge transfer; a redistribution of another shape could require more or less.
